\section*{The bond dipole behind the affinity change of hydrogenated diamond}

\section*{Problem}

Covering a clean diamond surface with hydrogen changes its electron affinity from $+0.38$ to $-1.30$ eV. The hydrogenated surface carries $N=1.57\times10^{15}$ C--H bonds per square centimetre. What change in normal dipole moment per bond, in debye, accounts for the change in affinity, and which end of the dipole is positive?

The affinity is $\chi=E_{\rm vac}-E_c$. Here $E_c$ is the conduction-band edge at the surface, and $E_{\rm vac}$ is the energy of an electron at rest just outside. Both affinities are taken as already corrected for band bending. The moment asked for is that of the total charge rearrangement, including the response of the electrons in the diamond.

\section*{A tempting solution}

The affinity falls by 1.68 eV, so the bonds must produce a potential step of 1.68 V. Picture them as a parallel-plate capacitor, with charge $-q$ on the carbon side, $+q$ on the hydrogen side, and a plate separation $d$. The charge per area is $Nq$. Since the bonds belong to a diamond crystal, fill the capacitor with diamond, of relative permittivity $\varepsilon_r\approx5.7$. The field has magnitude $Nq/(\varepsilon_0\varepsilon_r)$, and the step is
\begin{equation}
\Delta\phi=\frac{Nqd}{\varepsilon_0\varepsilon_r}=\frac{Np_{\rm f}}{\varepsilon_0\varepsilon_r},
\qquad
p_{\rm f}=\frac{\varepsilon_0\varepsilon_r\,\Delta\phi}{N}=1.62\ \text{debye}.
\label{eq:wrong}
\end{equation}

\section*{Where it fails}

The arithmetic is sound and the direction is right, but $p_{\rm f}$ is not the moment that was asked for. When a permittivity $\varepsilon_0\varepsilon_r$ appears in the field equation, the charge in that equation is the free charge alone. The polarization charge of the medium has been moved into $\varepsilon_r$. The problem asks for the moment of all the charge.

The two moments can be related within the capacitor model. Let $z$ point outward, and let $\rho_{\rm f}$ be the free charge density. In a uniform medium
\begin{equation}
\varepsilon_0\varepsilon_r\frac{dE}{dz}=\rho_{\rm f},
\qquad
\rho_{\rm total}=\varepsilon_0\frac{dE}{dz}=\frac{\rho_{\rm f}}{\varepsilon_r}.
\end{equation}
Multiplying by $z$ and integrating shows that the total moment is smaller than the free moment by the factor $\varepsilon_r$. The 1.62 debye of free charge is therefore accompanied by an opposing polarization moment, which leaves $1.62/5.7=0.284$ debye.

There is a second weakness. The outer end of the bond faces vacuum, and the whole layer is about one atom thick, so a bulk permittivity is not a justified description of it. The free moment depends on this doubtful choice. The total moment does not, as the following derivation shows.

\section*{The right solution}

\subsection*{From affinity to potential}

An electron has charge $-e$. Let $\phi_{\rm out}$ be the potential just outside the surface, and $\phi_{\rm in}$ the potential just inside, averaged over the crystal cell. Then
\begin{equation}
E_{\rm vac}=-e\phi_{\rm out},\qquad E_c=-e\phi_{\rm in}+C,
\end{equation}
where $C$ is the height of the band edge above the mean electrostatic energy. It is a property of the bulk, and we assume that hydrogen on the surface leaves it unchanged. Subtracting gives
\begin{equation}
\chi=-e(\phi_{\rm out}-\phi_{\rm in})-C .
\end{equation}
In the difference between the hydrogenated and the clean surface, $C$ cancels:
\begin{equation}
\Delta\chi=-e\,\Delta\phi,
\label{eq:affinity}
\end{equation}
where $\Delta\phi$ is the change in $\phi_{\rm out}-\phi_{\rm in}$. With $\Delta\chi=-1.30-0.38=-1.68$ eV, we have $\Delta\phi=+1.68$ V. Hydrogen raises the potential outside relative to the inside, which lowers the energy of an electron there.

\subsection*{From potential to dipole}

Let $\delta\rho(z)$ be the charge density of the hydrogenated surface minus that of the clean one, averaged over planes parallel to the surface. It contains nuclei and electrons, and hence all polarization charge, so $\varepsilon_0$ is the correct constant:
\begin{equation}
\frac{d\,\delta E}{dz}=\frac{\delta\rho}{\varepsilon_0},
\qquad
\delta E=-\frac{d\,\delta\phi}{dz}.
\end{equation}
The added atoms are neutral and band bending has been removed, so $\delta\rho$ integrates to zero and $\delta E$ vanishes on both sides of the layer. Integrate the field across the layer, then integrate by parts:
\begin{align}
\Delta\phi&=-\int\delta E\,dz\\
&=-\bigl[z\,\delta E\bigr]+\int z\,\frac{d\,\delta E}{dz}\,dz\\
&=\frac{1}{\varepsilon_0}\int z\,\delta\rho\,dz .
\end{align}
The bracket is zero because the field vanishes at both limits. The last integral is the normal dipole moment per area, which is $Np$ when shared equally among the bonds. Hence
\begin{equation}
\Delta\phi=\frac{Np}{\varepsilon_0},
\qquad
p=\frac{\varepsilon_0\,\Delta\phi}{N}=-\frac{\varepsilon_0\,\Delta\chi}{eN}.
\label{eq:result}
\end{equation}
The shape of the charge profile has dropped out, and only its first moment remains.

\subsection*{Numbers}

One square metre contains $10^4$ square centimetres, so $N=1.57\times10^{19}\ \mathrm{m^{-2}}$. Then
\begin{equation}
p=\frac{(8.854\times10^{-12}\ \mathrm{F/m})(1.68\ \mathrm{V})}{1.57\times10^{19}\ \mathrm{m^{-2}}}
=9.47\times10^{-31}\ \mathrm{C\,m}.
\end{equation}
One debye is $3.336\times10^{-30}$ C\,m, so
\begin{equation}
p=\frac{9.47\times10^{-31}}{3.336\times10^{-30}}\ \text{debye}\approx0.28\ \text{debye}.
\end{equation}
The sign is positive along the outward normal. The change in moment has its positive end on the outer, hydrogen side and its negative end on the carbon side. This does not by itself measure the polarity of the C--H bond, because part of the change can come from removing electron density that the clean surface pushed outward. In a molecular analogue at the Hartree--Fock level, isobutane has an outward moment of only about $+0.1$ debye, while the same frame without its central hydrogen has about $-0.5$ debye, so most of the change comes from removing the dangling electron.

If the charges are given a rough normal separation of 0.10 nm, this moment corresponds to $\pm0.059\,e$ at the two ends. The mean field between them is $1.68\ \mathrm{V}/0.10\ \mathrm{nm}=168$ MV/cm. This should not be judged against a bulk breakdown field. In the potential averaged along the surface, an electron crossing the whole layer outward gains 1.68 eV more than it would at the clean surface, and one starting at the band edge leaves with 1.30 eV. Both figures are well below the gap of diamond, roughly 5.5 eV, so the averaged step alone cannot give it enough energy to create an electron--hole pair. Close to a single bond the local potential can vary by more than the step, but the net gain from one side to the other is the same.

Equation (\ref{eq:result}) also gives the dipole at which the affinity passes through zero. Starting from $+0.38$ eV at the same bond density, the required moment is $0.284\times0.38/1.68\approx0.064$ debye. A larger outward moment makes the affinity negative.

\section*{What the permittivity can and cannot change}

Suppose one still wants the free moment $p_{\rm f}$, with a local permittivity $\varepsilon_r(z)$ that falls from 5.7 in the crystal to 1 in vacuum. The displacement $D$ obeys $dD/dz=\rho_{\rm f}$. The integration by parts used above, applied to $D$ and then to $\varepsilon_0E=D/\varepsilon_r$, gives
\begin{equation}
Np_{\rm f}=-\int D\,dz,
\qquad
Np=-\int\frac{D}{\varepsilon_r(z)}\,dz .
\end{equation}
If the negative free charge lies wholly inside the positive, $D$ is nowhere positive. Since $1\le\varepsilon_r\le5.7$, it follows that
\begin{equation}
p\le p_{\rm f}\le5.7\,p .
\end{equation}
The free moment may thus lie anywhere from 0.28 to 1.62 debye, depending on a profile that the affinities do not reveal. The tempting solution sits at the upper end of this range. The total moment $p$ is the same throughout.

\section*{Why separate bonds act as a sheet}

Real bonds are discrete and the surface is finite. To see what ``just outside'' requires, consider a disc of radius $R$ with dipole moment $Np$ per area. At height $h$ on its axis, a ring of radius $r$ contributes the potential of dipoles at distance $\sqrt{r^2+h^2}$:
\begin{align}
\phi(h)&=\int_0^R\frac{Np\,h}{4\pi\varepsilon_0(r^2+h^2)^{3/2}}\,2\pi r\,dr\\
&=\frac{Np}{2\varepsilon_0}\left(1-\frac{h}{\sqrt{h^2+R^2}}\right).
\end{align}
The potential at $-h$ has the opposite sign, so the difference is
\begin{equation}
\phi(h)-\phi(-h)=\frac{Np}{\varepsilon_0}\left(1-\frac{h}{\sqrt{h^2+R^2}}\right).
\end{equation}
For $h\ll R$ this becomes the full step. For $h\gg R$ it tends to zero, and the local vacuum level has lost its meaning for that patch.

Close to the surface the limit is set by the repeat distance of the bond pattern. A potential that varies along the surface with wavenumber $G$ satisfies Laplace's equation outside the charge, so it decays as $e^{-Gz}$. For a square array of spacing $a=N^{-1/2}=0.252$ nm, the slowest decay has $G=2\pi/a$. If alternate rows are shifted towards each other in pairs, the period across the rows doubles. The slowest decay then has $G=\pi/a$, and the variation reaches further out.

A direct Coulomb sum tests the disc formula and the decay for the even array. It takes about two million pairs of charges $\pm0.059\,e$, 0.10 nm apart, in a disc of radius 200 nm. Between heights of $+1$ and $-1$ nm it gives 1.672 V, which is the full 1.68 V less the 0.50 percent expected for the finite disc. Shifting alternate rows by 0.03 nm in opposite directions leaves 1.672 V. For the even array, the potential difference between points above a bond and above the centre of four bonds falls from 4.9 mV at 0.3 nm to 0.034 mV at 0.5 nm, in agreement with the predicted decay.

\section*{What ``effective'' means}

The inferred $p$ belongs to a bond among its neighbours. Parallel dipoles standing side by side oppose one another. To estimate the effect, treat the whole moment as residing on a square array of polarizable point dipoles, and ignore the response of the substrate. A neighbour at distance $r$ produces the normal field $-p/(4\pi\varepsilon_0r^3)$. Summing over the array,
\begin{equation}
E=-\frac{pS}{4\pi\varepsilon_0a^3},
\qquad S=\sum\frac{1}{n^3}=9.03,
\end{equation}
where $n$ is the distance in units of $a$. With a polarizability volume $\alpha$, the induced moment is $4\pi\varepsilon_0\alpha E$. If $p_0$ is the moment without neighbours,
\begin{equation}
p=p_0-\frac{\alpha S}{a^3}\,p
\quad\Longrightarrow\quad
p_0=p\left(1+\frac{\alpha S}{a^3}\right).
\end{equation}
For a rough $\alpha=6.5\times10^{-4}\ \mathrm{nm^3}$ the bracket is 1.37, so $p_0\approx0.39$ debye. Without depolarization, bonds of that moment would give a step of about 2.3 V. These numbers only illustrate the effect of the neighbours. A polarizable substrate adds image dipoles. The image of a bond strengthens its own moment, with or without neighbours, while the images of its neighbours add to the depolarization. The net image field opposes the depolarization, by about a tenth for a dipole 0.10 nm above the dielectric and by under one percent at 0.15 nm. The value of 0.28 debye should therefore not be read as the moment of an isolated C--H bond. Nor is it the absolute dipole of the hydrogenated surface, because the clean surface may have a dipole of its own, which has been subtracted.

\section*{Comparison with real surfaces}

The given density suits the (100) face of diamond, a surface used in hydrogen-terminated field-effect transistors. One hydrogen on each surface atom means two bonds per squared lattice constant. With a lattice constant of about 0.357 nm this is $1.57\times10^{15}\ \mathrm{cm^{-2}}$. The affinities must refer to the same face, because the bond density differs from face to face. The data of this problem do not quite meet that rule. The value $+0.38$ eV is the one reported for the clean (111) face, which falls to about $-1.27$ eV with hydrogen; with its density of $1.81\times10^{15}\ \mathrm{cm^{-2}}$ this gives 0.24 debye. Values reported for the (100) face are about $+0.5$ and $-1.3$ eV, which give 0.30 debye. The result of 0.28 debye answers the problem as posed and is not a measured value for either face. Devices break the assumption of corrected band bending, because exposure to air can leave a hole layer under the surface. For a rough $10^{13}$ holes per square centimetre, the field at the surface is 3.2 MV/cm. If a measurement samples the band edge over a depth of 0.5 nm, the edge shifts by at most 0.16 eV over that depth, since the field weakens inward. Left uncorrected on the hydrogenated surface alone, this would alter the inferred dipole by up to 0.027 debye, about a tenth of its value. A measurement that samples more deeply would have a larger error. The holes left by air are balanced by negative adsorbates outside the hydrogen, and these add a further and larger step. At $10^{13}$ charges per square centimetre across a vacuum gap of 0.3 nm it is 0.54 V, equivalent to 0.09 debye. The affinities should therefore refer to surfaces free of such adsorbates.

The other errors estimated here are smaller. An error of 0.10 eV in the affinity change moves $p$ by 0.017 debye. If 5 percent of the hydrogen is missing and the measured change is held fixed, the moment per remaining bond becomes 0.30 debye. Heating by 300 K, with a rough mean expansion coefficient of $2\times10^{-6}$ per kelvin, lowers the bond density by 0.12 percent, which is negligible here. For an adsorbate-free surface these sizes justify two digits at most in the result, and the second digit depends on using data from a single face.

\section*{Calculated quantities}
\begin{verbatim}
GIVEN DATA AND MAIN RESULT
affinity, clean surface: +0.38 eV
affinity, hydrogenated surface: -1.30 eV
change of affinity: -1.68 eV
potential step, outside minus inside: +1.68 V
bond density: 1.570e+15 per cm2 = 1.570e+19 per m2
vacuum permittivity: 8.8542e-12 F/m
one debye: 3.33564e-30 C m
dipole per bond: 9.475e-31 C m = 0.284 debye
same dipole by Gaussian units: 0.284 debye
GEOMETRY AND SCALE (rough inputs)
lattice constant: 0.357 nm
density from lattice constant: 1.569e+15 per cm2
mean bond spacing: 0.2524 nm
normal charge separation: 0.10 nm
equivalent charge at each end: 0.0591 e
mean field in dipole layer: 168 MV/cm
DIRECT COULOMB SUM
bonds summed: 1972953
disc radius: 200 nm; height: 1.0 nm
step, even bonds: 1.6716 V
step, paired bonds: 1.6716 V
loss from finite disc: 0.50 percent
ripple at 0.3 nm: 4.91 mV
ripple at 0.5 nm: 0.0337 mV
SCREENING AND DEPOLARIZATION (rough inputs)
relative permittivity of diamond: 5.7
free dipole if wholly in diamond: 1.62 debye
bond polarizability volume: 6.50e-04 nm3
square-lattice sum S: 9.0336 (no unit)
depolarization factor: 1.365 (no unit)
isolated dipole estimate: 0.388 debye
step if depolarization were absent: 2.29 V
central dipole of 41 x 41 array: 0.286 debye
OTHER NEGLECTED EFFECTS (rough inputs)
error for 0.10 eV in affinity change: 0.017 debye
dipole per present bond, 5 percent missing: 0.299 debye
hole density after air exposure: 1.0e+13 per cm2
surface field from holes: 3.17 MV/cm
band bending over 0.5 nm, upper estimate: 0.159 eV
dipole error from that bending: 0.027 debye
mean linear expansion: 2.0e-06 per K
bond-density loss on heating by 300 K: 0.12 percent
\end{verbatim}
